# Real Hamiltonians, conical intersections and the Berry phase of 0 or π

Suppose you want the vibrational levels of a triatomic molecule whose lowest two electronic surfaces meet at the equilateral triangle. You have the lower surface, and the nuclei can circulate around the meeting point. Before solving for the nuclear motion you must choose a boundary condition: does the nuclear wave function return to itself after one circuit, or to minus itself? The choice decides whether the ground level is single or double and changes the first excitation energy by about a factor of two in the model below.

The electronic structure program worked with real numbers throughout, and this seems to settle the matter in favour of the ordinary periodic condition. It does not.

## The belief and its argument

The belief is that a real symmetric Hamiltonian has no Berry phase. The argument for it is short. Let \(H(s)\) be real symmetric and depend smoothly on a parameter \(s\) that runs around a closed loop, from \(0\) to \(1\). Its eigenvectors \(u(s)\) can be chosen real and normalized. The Berry connection is

\[
A=i\langle u|u'\rangle ,\qquad u'=\frac{du}{ds}.
\]

For a real vector, \(\langle u|u'\rangle=\tfrac12\,\frac{d}{ds}\langle u|u\rangle=0\), because the norm is constant. Hence \(A=0\) everywhere, its integral vanishes, and the phase seems to vanish too.

Every line of this is correct except the last inference. To see what is missing, we return to what the phase means.

## What the integral leaves out

Carry the system slowly around the loop in a time \(T\), with \(\hbar=1\). Assume that the level stays nondegenerate on the whole loop and that the motion is slow enough for transitions to be neglected. The state is then

\[
\psi(t)=c(t)\,e^{-i\int_0^t E\,dt'}\,u(t),\qquad c(0)=1 .
\]

Insert this into \(i\dot\psi=H\psi\). The derivative of the exponential produces \(E\psi\), which cancels \(H\psi\). Projecting the rest on \(u\) gives

\[
\dot c=-c\,\langle u|\dot u\rangle=iA_t\,c,\qquad A_t=i\langle u|\dot u\rangle ,
\]

so \(c(T)=e^{i\int A}\), where \(\int A\) is the same whether taken over \(t\) or \(s\).

At the end \(H\) is back at its starting value. Since the level is nondegenerate, \(u(T)\) can differ from \(u(0)\) by a phase factor at most: \(u(T)=e^{i\alpha}u(0)\). With the dynamical factor removed, the final state is \(e^{i\gamma}u(0)\), where

\[
\gamma=\int A+\alpha,\qquad \alpha=\arg\langle u(0)|u(T)\rangle .
\]

The familiar formula \(\gamma=\oint A\) is the special case \(\alpha=0\), in which the chosen eigenvector is single-valued on the loop. The tempting argument uses that formula without checking its condition.

For a real symmetric \(H\) we can now finish. A nondegenerate level has two real unit eigenvectors, \(u\) and \(-u\). Following one continuously means choosing at each small step the sign with positive overlap with the previous vector. The followed vector ends at \(\pm u(0)\), so \(\alpha\) is \(0\) or \(\pi\), while \(\int A=0\). Therefore

\[
e^{i\gamma}=\pm1,\qquad \gamma=0\ \text{or}\ \pi \pmod{2\pi}.
\]

Reality restricts the phase to two values; it does not select zero.

A numerical eigensolver returns arbitrary signs or phases, so in practice one uses the closed product over \(N\) points,

\[
\gamma=-\arg\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle,\qquad u_N\equiv u_0 .
\]

Each vector appears once as a bra and once as a ket, so its arbitrary phase cancels. The minus sign arises because \(\langle u_j|u_{j+1}\rangle\approx1+\langle u|u'\rangle\,\Delta s=1-iA\,\Delta s\). The last link must return to the stored first vector. Without it the phases of the first and last vectors no longer cancel: with the arbitrary signs of an eigensolver the result is itself arbitrary, and with continuously followed real vectors it is always 0, so that \(\alpha\), the entire answer, is lost. It is safest to take the points dense enough that neighbouring overlaps stay close to one in magnitude; a link near zero leaves the result unreliable.

## The sign change at a cone

The simplest case with \(\gamma=\pi\) is a conical intersection, a point where two levels meet with a gap that grows linearly with distance. In polar coordinates \((\rho,\varphi)\), and with a coupling \(k>0\), take

\[
H=k\rho\begin{pmatrix}\cos\varphi&\sin\varphi\\ \sin\varphi&-\cos\varphi\end{pmatrix},
\qquad
u=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.
\]

Apply the matrix to \(u\). The upper entry, divided by \(k\rho\), is \(-\cos\varphi\sin\frac{\varphi}{2}+\sin\varphi\cos\frac{\varphi}{2}=\sin\frac{\varphi}{2}\). The lower entry is \(-\sin\varphi\sin\frac{\varphi}{2}-\cos\varphi\cos\frac{\varphi}{2}=-\cos\frac{\varphi}{2}\). Together they are \(-u\), so \(u\) belongs to the lower energy \(-k\rho\).

The matrix has period \(2\pi\), but its eigenvector contains half the angle. Following the vector numerically gives \((0,1)\) at the start, \((-0.707,0.707)\) at 90°, \((-1,0)\) at 180°, \((-0.707,-0.707)\) at 270° and \((0,-1)\) at 360°. This is the Longuet-Higgins sign change, and it means \(\gamma=\pi\).

The connection gives the same answer when its condition is respected. The vector \(v=e^{i\varphi/2}u\) is single-valued, because the prefactor also changes sign. It has

\[
A=i\langle v|\partial_\varphi v\rangle=i\left(\frac i2+\langle u|\partial_\varphi u\rangle\right)=-\frac12,
\qquad \oint A\,d\varphi=-\pi ,
\]

which equals \(\pi\) modulo \(2\pi\). The numerical integrals are 0.0000 rad for the real vector and −3.1416 rad for the single-valued one. The price of a single-valued vector here is that it is complex.

## Which loops have the sign

It would be equally wrong to replace the belief by "a loop around a degeneracy has phase \(\pi\)". Consider a general real two-level matrix, apart from a multiple of the identity, which does not affect eigenvectors:

\[
H=\begin{pmatrix}a&b\\ b&-a\end{pmatrix},\qquad a+ib=re^{i\chi}.
\]

This is the previous matrix with \(k\rho\to r\) and \(\varphi\to\chi\), so the eigenvector contains \(\chi/2\). If \(\chi\) grows by \(2\pi W\) around the loop, with \(W\) an integer winding number, the half-angle grows by \(\pi W\), and the vector returns multiplied by \((-1)^W\).

The levels meet where \(a+ib=0\). For a loop that goes round once, counterclockwise and without crossing itself, the winding is the sum of the windings around the zeros inside it: divide the enclosed area into small cells, and the contributions of shared edges cancel, while cells without a zero contribute nothing. Near a conical zero the displacement \(\epsilon e^{i\theta}\) gives \(a+ib\approx\epsilon(pe^{i\theta}+qe^{-i\theta})\), with complex constants \(|p|\neq|q|\). The larger term fixes the winding: \(+1\) if \(|p|>|q|\), and \(-1\) if \(|q|>|p|\). Both are odd. If such a loop encloses \(N\) degeneracies and all of them are conical, then

\[
\gamma=\pi N \pmod{2\pi}.
\]

An example with several cones is \(a+ib=kz+g\bar z^2\), where \(z=x+iy=\rho e^{i\varphi}\). We take \(k=0.10\) Ry/bohr and \(g=0.05\) Ry/bohr². One zero is \(z=0\). The others obey \(k\rho e^{i\varphi}=-g\rho^2e^{-2i\varphi}\). Equal magnitudes require \(\rho=k/g=2\) bohr, and equal phases require \(e^{3i\varphi}=-1\), so the angles are 60°, 180° and 300°. At the origin \(p=k\) and \(q=0\), hence \(W=+1\). At the outer zeros \(p=k\) and \(|q|=2g\rho=2k\), hence \(W=-1\).

The closed overlap product agrees with this count:

- A circle of radius 1 bohr about the origin encloses one cone and gives \(\gamma=\pi\).
- A circle enclosing the origin and one outer cone gives \(\gamma=0\).
- A circle of radius 3 bohr about the origin encloses all four, has \(W=1-3=-2\), and gives \(\gamma=0\).

A trivial phase therefore does not show that the interior is free of degeneracies. Nor does a single degeneracy guarantee \(\pi\). With \(k=0\), the remaining term \(g\bar z^2\) has one zero, where the levels touch quadratically; its winding is \(-2\), and the phase is 0.

These are phases of actual motion. The Schrödinger equation was integrated around the two circles centred at the origin, each in a time of \(40000\,\hbar/\mathrm{Ry}\). With the dynamical phase removed, the amplitude to be in the initial state was \(-1.000-0.005i\) at radius 1 bohr and \(+1.000+0.005i\) at radius 3 bohr. The adiabatic values are \(-1\) and \(+1\).

## The boundary condition decided

Return to the nuclei, and let a particle of mass \(M\) move on a ring of fixed radius \(\rho\) around the linear cone. In Rydberg units \(\hbar^2/(2m_e)=1\) Ry bohr², so with \(M\) in electron masses the kinetic energy is \(-B\,\partial_\varphi^2\), where \(B=1/(M\rho^2)\). Write \(h=k\rho\), and use the Pauli matrices \(\sigma_x,\sigma_y,\sigma_z\):

\[
H_{\rm ring}=-B\,\partial_\varphi^2+h(\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x).
\]

The total wave function \(\psi\) has two electronic components and is single-valued. Collect the upper and lower real eigenvectors as the columns of

\[
U=\begin{pmatrix}\cos\frac{\varphi}{2}&-\sin\frac{\varphi}{2}\\ \sin\frac{\varphi}{2}&\cos\frac{\varphi}{2}\end{pmatrix}=e^{-i\varphi\sigma_y/2},
\]

and set \(\psi=U\eta\). Since \(U\) changes sign over one turn and \(\psi\) does not, \(\eta\) must change sign: the nuclear factor is antiperiodic. It can be taken as \(\eta=e^{ij\varphi}\eta_0\) with \(j=\pm\frac12,\pm\frac32,\ldots\)

The transformation makes the electronic term constant, \(h\sigma_z\). Differentiating \(U\) gives \(-i\partial_\varphi(U\eta)=U(-i\partial_\varphi-\sigma_y/2)\eta\). Because \(\sigma_y^2=1\), the Hamiltonian for given \(j\) is

\[
B\left(j-\frac{\sigma_y}{2}\right)^2+h\sigma_z
=B\left(j^2+\frac14\right)-Bj\,\sigma_y+h\sigma_z .
\]

The last two terms have eigenvalues \(\pm\sqrt{h^2+B^2j^2}\), so the lower levels are

\[
E_j=B\left(j^2+\frac14\right)-\sqrt{h^2+B^2j^2}.
\]

They depend on \(j^2\), so \(j\) and \(-j\) form a pair. For \(M=1000\,m_e\), \(\rho=1\) bohr and \(k=0.10\) Ry/bohr, we have \(B=0.001\) Ry and \(h=0.1\) Ry. Then \(E_{\pm1/2}=0.0005-0.100001=-0.099501\) Ry and \(E_{\pm3/2}=0.0025-0.100011=-0.097511\) Ry. Diagonalizing \(H_{\rm ring}\) in ordinary periodic functions, with no sign rule put in, gives these same pairs.

The first gap is 0.001990 Ry, or \(1.990B\). For \(B\ll h\) the root is approximately \(h+B^2j^2/(2h)\), so the gap is \(2B-B^2/h\); the second term accounts for the missing \(0.010B\). Had we treated the lower surface alone with a periodic nuclear factor, the levels would have been \(Bm^2\) plus a constant with integer \(m\): a single ground level and a first gap of \(B\).

So the decision is this. With the real electronic vector, use antiperiodic nuclear functions around the cone. With the single-valued vector \(v\), use periodic functions and keep \(A=-\frac12\) in the kinetic energy, \(B(-i\partial_\varphi-A)^2\), which again gives half-odd values. Real vectors, \(A=0\) and periodic functions together solve a different problem. This decision is for a path that encloses one cone, or any odd number of them. With the quadratic coupling \(g\) of the previous section, a ring enclosing all four cones has a periodic nuclear factor and a single ground level. The gap of about \(2B\) also belongs to the unwarped linear cone: with \(g=0.05\) Ry/bohr² on the same ring the ground level stays double, but the next level lies only about \(6\times10^{-7}\) Ry above it.

## A real molecule: H₃

The same sign appears in an electronic calculation with no two-level model. Take H₃ with clamped nuclei, no magnetic field and no spin-orbit coupling, by full configuration interaction in the 6-31G basis. Without spin-orbit coupling the spin projection is conserved, so we work at fixed \(M_S=\tfrac12\) (two electrons up, one down); gaps and degeneracies below refer to states within this sector. Place the nuclei at the complex positions

\[
z_m=s\,\omega^m+w\,\omega^{-m},\qquad \omega=e^{2\pi i/3},\quad m=0,1,2 .
\]

At \(w=0\) this is an equilateral triangle of side \(\sqrt3\,s\), here 2.00 bohr; the complex number \(w\) measures its distortion. At \(w=0\) the energy is −3.039 Ry (−41.35 eV), and the two lowest states coincide to the printed precision of \(10^{-6}\) Ry. Along real positive \(w\), doubling \(w\) from 0.01 to 0.02 bohr multiplies the gap by 2.008, as expected near a cone.

Now take \(w\) around a circle of radius 0.15 bohr about zero, in 24 steps. At these points the gap lies between 0.154 and 0.173 Ry (2.09 to 2.35 eV), far from degeneracy. Neighbouring ground states were linked by their many-electron overlaps, including the displacement of the basis functions with the nuclei. The smallest overlap magnitude was 0.987, so there is no ambiguity in following the sign. The overlap of the followed state with the starting state was

\[
+1.000,\quad +0.665,\quad 0.000,\quad -0.665,\quad -1.000
\]

at 0°, 90°, 180°, 270° and 360°. The molecule is back at its first geometry, and its real wave function has changed sign. The two-level cone would give \(\cos(\varphi/2)\), which is 0.707 at 90°. The calculated value is smaller. The general argument fixes only the return sign, not the size of the intermediate overlaps.

A circle of the same radius centred at \(w=0.40\) bohr leaves the equilateral point outside. There the state returns with sign \(+1\), and its overlap with the start is 0.944 half-way round.

The small basis limits the accuracy of the energies and gaps. The energy at \(w=0\) falls to −3.115 Ry in cc-pVDZ and −3.139 Ry in cc-pVTZ. The gap on the central loop shrinks to 0.142–0.158 Ry in cc-pVDZ, and in cc-pVTZ it is 0.137 and 0.152 Ry at \(w=-0.15\) and \(+0.15\) bohr. The overlap at 90° becomes 0.668 in both bases. These geometries also lie above separated H₂ + H (−3.300 Ry in 6-31G), so H₃ illustrates the sign, not bound vibrational levels around the cone. The sign is sturdier: both loops return the same signs in cc-pVDZ. If the Hamiltonian is changed continuously while it stays real and the level stays nondegenerate on the loop, the return sign would have to change continuously too, and a quantity restricted to \(\pm1\) cannot do that.

## Where the two-valued rule ends

The rule was proved for a Hamiltonian that is real in some fixed basis, and it can fail when no such basis exists. Add an imaginary coupling \(\delta\sigma_y\) to the linear cone. The matrix \(U\) commutes with \(\sigma_y\), so the transformed Hamiltonian is the constant \(h\sigma_z+\delta\sigma_y\). Let \(c\) be its lower eigenvector, so that \(u=Uc\). This vector still changes sign after one turn, which gives \(\alpha=\pi\), but its connection no longer vanishes:

\[
A=i\langle c|U^\dagger\partial_\varphi U|c\rangle=\frac12\langle c|\sigma_y|c\rangle=-\frac{\delta}{2\sqrt{h^2+\delta^2}} .
\]

Integrating over \(2\pi\) and adding \(\alpha\),

\[
\gamma=\pi\left(1-\frac{\delta}{\sqrt{h^2+\delta^2}}\right).
\]

For \(h=0.10\) Ry and \(\delta=0.05\) Ry this is \(0.553\pi\), confirmed by the overlap product. It tends to \(\pi\) as \(\delta\to0\) and to 0 when \(\delta\gg h\). The values between are what reality had forbidden.

The rule also needs a nondegenerate level along the whole loop. If the path runs through a conical intersection, \(a+ib\) reverses there, the lower eigenvectors just before and just after the point are orthogonal, and the overlap can no longer choose a sign.

When all levels of a real \(n\times n\) matrix are nondegenerate on the loop, there is a useful check. Collect the followed eigenvectors in an orthogonal matrix. Its determinant is \(\pm1\) and varies continuously, so it cannot change. At the end each column has acquired its return sign, and the product of these signs must therefore be \(+1\): an even number of levels change sign. A calculation that follows all \(n\) levels and reports an odd number has lost track of a vector somewhere on the loop. The numerical check applies this to random real matrices, along with its tests of the formulas above.

## Numbers as computed

```
k = 0.10 Ry/bohr, g = 0.05 Ry/bohr^2
Linear cone, followed real lower eigenvector:
  angle     0 deg: (+0.0000, +1.0000)
  angle    90 deg: (-0.7071, +0.7071)
  angle   180 deg: (-1.0000, +0.0000)
  angle   270 deg: (-0.7071, -0.7071)
  angle   360 deg: (-0.0000, -1.0000)
Integral of A, real vector: 0.0000 rad
Integral of A, single-valued vector: -3.1416 rad
Outer intersections at radius 2.00 bohr, angles 60, 180, 300 deg
Loop: center (x, y) and radius in bohr, enclosed, winding, gamma/pi
  origin only: (0.000, 0.000), 1.0, 1, +1, 1.0000
  one outer: (1.000, 1.732), 0.5, 1, -1, 1.0000
  origin + one outer: (0.500, 0.866), 1.3, 2, +0, 0.0000
  all four: (0.000, 0.000), 3.0, 4, -2, 0.0000
  none: (1.000, 0.000), 0.4, 0, +0, 0.0000
Quadratic touching (k = 0): winding -2, gamma/pi = 0.0000
Slow evolution, duration 40000 hbar/Ry, amplitude without dynamical phase:
  radius 1.0 bohr: -1.0000 -0.0055 i
  radius 3.0 bohr: +1.0000 +0.0049 i
With delta = 0.05 Ry on sigma_y, radius 1 bohr: gamma/pi = 0.5528
Random real 4x4 loops: 34 resolved, 28 with sign changes, always an even number of levels
Ring: mass 1000 m_e, radius 1.0 bohr, B = 0.001000 Ry
  lowest levels (Ry): -0.099501, -0.099501, -0.097511, -0.097511
  first gap = 0.001990 Ry = 1.9900 B
H3, FCI/6-31G, equilateral side 2.00 bohr: E = -3.03941 Ry = -41.353 eV
  gap at w = 0: 0.000000 Ry; gap(w=0.02)/gap(w=0.01) = 2.008
  loop center w = 0.00, radius 0.15 bohr: return sign -1
    gap 0.15363 to 0.17258 Ry (2.090 to 2.348 eV), smallest |link| 0.9873
    overlap with start at 0, 90, 180, 270, 360 deg: +1.0000, +0.6647, +0.0000, -0.6647, -1.0000
  loop center w = 0.40, radius 0.15 bohr: return sign +1
    gap 0.29581 to 0.67530 Ry (4.025 to 9.188 eV), smallest |link| 0.9978
    overlap with start at 0, 90, 180, 270, 360 deg: +1.0000, +0.9686, +0.9437, +0.9686, +1.0000
```
